# Transverse Voltage of a Four-Terminal Silicon Shear-Stress Sensor

A thin, uniformly doped silicon plate lies on a stressed membrane. It has length $L$ along the unit vector $\mathbf l$ (the $x'$ axis) and width $W$ along the perpendicular unit vector $\mathbf m$ (the $y'$ axis). Contacts covering the full width at $x'=0$ and $x'=L$ are held a voltage $V_s$ apart, so that current flows toward $+x'$. Two small taps at mid-length, on the edges $y'=0$ and $y'=W$, carry no current. They read

$$V_T=\phi(y'=0)-\phi(y'=W).$$

Without stress $V_T=0$ by symmetry. The problem is to find $V_T$ under stress, and to find how the plate must be cut from the crystal if it is to respond to shear stress alone.

The stress $\sigma_{ij}$ is uniform over the plate, tension is positive, and there is no magnetic field. The resistivity tensor is $\rho_{ij}=\rho_0(\delta_{ij}+\Delta_{ij})$, with $\Delta_{ij}$ small and linear in stress. Indices 1, 2, 3 refer to the cube axes, and primed components to the plate axes.

## (a) How many constants does the cubic crystal allow?

**Question.** Write $\Delta_{ij}=\sum_{kl}\Pi_{ijkl}\sigma_{kl}$. Use the rotations of a cube to find the general form of $\Delta$.

**Solution.** A half-turn about axis 1 reverses axes 2 and 3. It multiplies $\Pi_{ijkl}$ by $(-1)^{n_2+n_3}$, where $n_a$ counts how often index $a$ occurs. The crystal is unchanged, so a nonzero component needs $n_2+n_3$ even. The half-turn about axis 2 likewise needs $n_1+n_3$ even. Hence $n_1,n_2,n_3$ are all even or all odd. Their sum is 4, and three odd numbers have an odd sum, so all are even.

The survivors are of the types $\Pi_{iiii}$, $\Pi_{iijj}$ and $\Pi_{ijij}=\Pi_{ijji}$. Quarter-turns about the cube axes exchange pairs of axes, and the accompanying signs cancel because every index occurs an even number of times. All components of one type are therefore equal. With the usual names,

$$\Delta_{11}=\pi_{11}\sigma_{11}+\pi_{12}(\sigma_{22}+\sigma_{33}),\qquad \Delta_{23}=\pi_{44}\sigma_{23},$$

and cyclic permutations. Here $\sigma_{23}$ is the tensor component, and $\pi_{44}=2\Pi_{2323}$ because $\sigma_{23}$ and $\sigma_{32}$ contribute equally.

For the diagonal part, add and subtract $\pi_{12}\sigma_{11}$:

$$\Delta_{11}=\pi_{12}\,\mathrm{tr}\,\sigma+(\pi_{11}-\pi_{12})\sigma_{11}.$$

Splitting off $\pi_{44}\sigma_{11}$ makes one formula serve all components:

$$\Delta=\pi_{12}(\mathrm{tr}\,\sigma)\,I+\pi_{44}\,\sigma+P\,\mathrm{diag}(\sigma),\qquad P=\pi_{11}-\pi_{12}-\pi_{44}.$$

The operation $\mathrm{diag}$ keeps the diagonal elements in the cube axes. It is the one term that knows where those axes are, so $P$ measures the anisotropy of the effect.

## (b) What is the transverse voltage of a long plate?

**Question.** For $L\gg W$, express $V_T$ through the stress.

**Solution.** Far from the supply contacts the current density is $J$ along $x'$. It has no $y'$ component because the edges are insulating, and no $z'$ component because the layer is thin. Then

$$E_{x'}=\rho_0(1+\Delta'_{xx})J,\qquad E_{y'}=\rho_0\Delta'_{xy}J .$$

Since $\mathbf E=-\nabla\phi$, the taps read $V_T=\int_0^W E_{y'}\,dy'=E_{y'}W$, while $V_s=E_{x'}L$. Therefore

$$\frac{V_T}{V_s}=\frac WL\,\frac{\Delta'_{xy}}{1+\Delta'_{xx}}\simeq\frac WL\,\Delta'_{xy}$$

to first order in stress. Stress has tilted the field away from the current. This resembles the Hall geometry, but here $\rho_{xy}=\rho_{yx}$, whereas the Hall part of a resistivity tensor is antisymmetric.

To obtain $\Delta'_{xy}=\mathbf l\cdot\Delta\,\mathbf m$, insert the form from (a). The trace term gives $\mathbf l\cdot\mathbf m=0$. With $\tau'=\mathbf l\cdot\sigma\,\mathbf m$ for the shear stress in the plate axes,

$$\boxed{\;\Delta'_{xy}=\pi_{44}\,\tau'+P\sum_i l_i m_i\,\sigma_{ii}\;}$$

The second term generally mixes normal stresses and other shears into the signal.

## (c) Which orientations respond to $\tau'$ alone?

**Question.** Let $P\neq0$. Find every pair $\mathbf l,\mathbf m$ for which $V_T$ depends on $\tau'$ and on no other stress component, and give the coefficient.

**Solution.** Define the symmetric matrix $M=\tfrac12(\mathbf l\mathbf m^T+\mathbf m\mathbf l^T)$ and write $A{:}B=\sum_{ij}A_{ij}B_{ij}$. Then $M{:}\sigma=\tau'$, $M_{ii}=l_im_i$, and

$$M{:}M=\tfrac12\left[|\mathbf l|^2|\mathbf m|^2+(\mathbf l\cdot\mathbf m)^2\right]=\tfrac12 .$$

The result of (b) becomes $\Delta'_{xy}=R{:}\sigma$, with $R=\pi_{44}M+P\,\mathrm{diag}(M)$. Split the stress as $\sigma=2\tau'M+\sigma_\perp$. Because $M{:}(2\tau'M)=\tau'$, the remainder satisfies $M{:}\sigma_\perp=0$; it contains all stresses other than $\tau'$.

Let $s=\sum_i l_i^2m_i^2$. Since $\mathrm{diag}(M){:}M=s$, we have $R{:}M=\tfrac12\pi_{44}+Ps$, and the coefficient of $\tau'$ is

$$2R{:}M=\pi_{44}+2Ps .$$

The response to $\sigma_\perp$ is governed by the part of $R$ orthogonal to $M$:

$$R_\perp=R-2(R{:}M)M=P\left[\mathrm{diag}(M)-2sM\right].$$

Its squared norm follows from $\mathrm{diag}(M){:}\mathrm{diag}(M)=s$:

$$R_\perp{:}R_\perp=P^2\left[s-4s^2+4s^2\cdot\tfrac12\right]=P^2s(1-2s).$$

As $s$ is the diagonal part of the sum $M{:}M=\tfrac12$, it lies between 0 and $\tfrac12$. The unwanted response vanishes at these two ends and nowhere between.

*The end $s=0$.* Every product $l_im_i$ is zero, so $\mathbf l$ and $\mathbf m$ have no nonzero component in common. Three components shared between two nonzero vectors leave at least one vector with a single component. One of them is thus a cube axis, and the other may be any direction perpendicular to it. The coefficient is $\pi_{44}$.

*The end $s=\tfrac12$.* The off-diagonal elements of $M$ vanish. From its definition, $M\mathbf l=\tfrac12\mathbf m$ and $M\mathbf m=\tfrac12\mathbf l$, so

$$M(\mathbf l\pm\mathbf m)=\pm\tfrac12(\mathbf l\pm\mathbf m).$$

The eigenvalues $\tfrac12,-\tfrac12,0$ are distinct, and the eigenvectors of a diagonal matrix with distinct eigenvalues lie along the coordinate axes. Hence $\mathbf l+\mathbf m$ and $\mathbf l-\mathbf m$ are along two cube axes, and $\mathbf l,\mathbf m$ are the two perpendicular $\langle110\rangle$ directions of a cube plane. The coefficient is $\pi_{44}+P=\pi_{11}-\pi_{12}$.

For any other orientation the coefficient of $\tau'$ lies between these two values. The larger of $|\pi_{44}|$ and $|\pi_{11}-\pi_{12}|$ is therefore the best shear coefficient that any cut can provide.

## (d) What happens at intermediate angles on (001) and on (111)?

**Question.** Find $\Delta'_{xy}$ for a plate in the (001) plane with current at angle $\varphi$ from [100]. Then treat the (111) plane under plane stress.

**Solution.** On (001), put $\mathbf l=(\cos\varphi,\sin\varphi,0)$ and $\mathbf m=(-\sin\varphi,\cos\varphi,0)$. Then $l_2m_2=-l_1m_1=\tfrac12\sin2\varphi$, and (b) gives

$$\Delta'_{xy}=\pi_{44}\tau'+\tfrac12P\sin2\varphi\,(\sigma_{22}-\sigma_{11}).$$

In terms of the plate components,

$$\sigma_{11}=\sigma_{x'}\cos^2\varphi+\sigma_{y'}\sin^2\varphi-\tau'\sin2\varphi,$$
$$\sigma_{22}=\sigma_{x'}\sin^2\varphi+\sigma_{y'}\cos^2\varphi+\tau'\sin2\varphi,$$

so that $\sigma_{22}-\sigma_{11}=2\tau'\sin2\varphi-(\sigma_{x'}-\sigma_{y'})\cos2\varphi$. Substitute this, and use $\pi_{44}+P\sin^22\varphi=\pi_{44}\cos^22\varphi+(\pi_{11}-\pi_{12})\sin^22\varphi$:

$$\Delta'_{xy}=\tau'\left[\pi_{44}\cos^22\varphi+(\pi_{11}-\pi_{12})\sin^22\varphi\right]-\tfrac14P\sin4\varphi\,(\sigma_{x'}-\sigma_{y'}).$$

Current along $\langle100\rangle$ selects $\pi_{44}$, and current along $\langle110\rangle$ selects $\pi_{11}-\pi_{12}$. In both cases $\sin4\varphi=0$ removes the normal stresses.

Rough typical coefficients of lightly doped p-type silicon are $\pi_{11},\pi_{12},\pi_{44}=7,-1,140$ in units of $10^{-11}\,\mathrm{Pa^{-1}}$. In these units the shear coefficient is 140 at $\varphi=0$, 74 at $22.5^\circ$ and 8 at $45^\circ$. At $22.5^\circ$ the coefficient of $\sigma_{x'}-\sigma_{y'}$ is 33, so a plate cut there cannot tell shear from a difference of normal stresses.

On (111), each cube axis projects onto the plane with length $\sqrt{2/3}$, and the projections are $120^\circ$ apart. Hence $l_k=\sqrt{2/3}\cos\beta_k$ and $m_k=\sqrt{2/3}\sin\beta_k$, with $\beta_k=\beta+2\pi k/3$. This gives $l_km_k=\tfrac13\sin2\beta_k$, and under plane stress

$$\sigma_{kk}=\tfrac23\left[\tfrac12(\sigma_{x'}+\sigma_{y'})+\tfrac12(\sigma_{x'}-\sigma_{y'})\cos2\beta_k+\tau'\sin2\beta_k\right].$$

In $\sum_kl_km_k\sigma_{kk}$ the first two terms contain $\sum_k\sin2\beta_k=0$ and $\sum_k\sin4\beta_k=0$. The third contains $\sum_k\sin^22\beta_k=\tfrac32$ and leaves $\tfrac29\cdot\tfrac32\tau'=\tfrac13\tau'$. Thus

$$\Delta'_{xy}=\left(\pi_{44}+\tfrac13P\right)\tau'=\tfrac13(2\pi_{44}+\pi_{11}-\pi_{12})\,\tau'$$

at every in-plane angle, or $96\times10^{-11}\,\mathrm{Pa^{-1}}$ for the p-type values. This does not contradict (c). Here $s=\tfrac16$, so some other stress must couple. An out-of-plane shear $\sigma_{x'z'}$ adds a term proportional to $\sum_k\sin2\beta_k\cos\beta_k=\tfrac32\sin3\beta$, and $\sigma_{y'z'}$ adds one proportional to $\cos3\beta$. These never vanish together.

## (e) How do the supply contacts reduce the signal?

**Question.** The supply contacts are equipotentials and short out the transverse field near the ends. Find $V_T$ to first order in $\Delta'$ for any $L/W$.

**Solution.** Without stress the current density is uniform, $J_0=V_s/(\rho_0L)$. Let stress add a potential $\phi_1$ and a current density $\mathbf j$. To first order,

$$-\nabla\phi_1=\rho_0\,\mathbf j+\rho_0J_0\,(\Delta'_{xx}\hat{\mathbf x}'+\Delta'_{xy}\hat{\mathbf y}').$$

At fixed $V_s$ the $\Delta'_{xx}$ term is balanced by a uniform current change $j_x=-\Delta'_{xx}J_0$ and produces no potential. Only the $\Delta'_{xy}$ term remains. With $e=\rho_0J_0\Delta'_{xy}=(V_s/L)\Delta'_{xy}$, the condition $\nabla\cdot\mathbf j=0$ gives $\nabla^2\phi_1=0$. On the free edges $j_y=0$ requires $\partial_y\phi_1=-e$, and on the supply contacts $\phi_1=0$.

The solution must vanish at $x'=0,L$ and have equal slopes at the two edges, which suggests

$$\phi_1=\sum_{n\ \mathrm{odd}}a_n\sin\frac{n\pi x'}{L}\,\sinh\frac{n\pi(y'-W/2)}{L}.$$

The sine series of a constant on $0<x'<L$ is $-e=-\sum_{n\ \mathrm{odd}}\frac{4e}{n\pi}\sin\frac{n\pi x'}{L}$. Matching it to the edge slope $a_n\frac{n\pi}{L}\cosh\frac{n\pi W}{2L}$ gives

$$a_n=-\frac{4eL}{n^2\pi^2\cosh(n\pi W/2L)}.$$

At $x'=L/2$ the sine equals $(-1)^{(n-1)/2}$, and the difference between the two edges is $-2a_n\sinh(n\pi W/2L)$ times this sign. Hence

$$\boxed{\;V_T=V_s\frac WL\,G\,\Delta'_{xy},\qquad G=\frac{8L}{\pi^2W}\sum_{n\ \mathrm{odd}}\frac{(-1)^{(n-1)/2}}{n^2}\tanh\frac{n\pi W}{2L}\;}$$

For a long plate $\tanh u\to u$ term by term. The terms alternate and decrease, and each remainder is bounded by a multiple of $1/n$ that is independent of $W/L$, so the limit may be taken inside the sum: $G\to\frac4\pi(1-\frac13+\frac15-\dots)=1$, as in (b). For a wide plate every $\tanh$ tends to 1, and

$$\frac WL\,G\to\frac8{\pi^2}\left(1-\frac19+\frac1{25}-\dots\right)=0.7425 .$$

Widening the plate at fixed $V_s$ and $L$ thus brings a bounded gain, while the current grows in proportion to $W$.

The series gives $G=0.3697,\ 0.6753,\ 0.8476,\ 0.9854$ for $L/W=0.5,\ 1,\ 1.5,\ 3$. A finite-element solution of the conduction problem with $\Delta'_{xy}=10^{-3}$, on a mesh of 120 by 80 cells, agrees to within 0.0001 at all four ratios.

## (f) What does an element beside a membrane edge deliver?

**Question.** A plate with $L=150$ µm, $W=100$ µm and $V_s=3.0$ V lies at $45^\circ$ to the edge of a membrane. The stress is 50 MPa normal to the edge and 10 MPa parallel to it. Compare p- and n-type plates with current along [100] and [110], keeping the stress in the plate axes fixed. For n-type silicon take the rough values $-100,\,50,\,-14$ for $\pi_{11},\pi_{12},\pi_{44}$, in $10^{-11}\,\mathrm{Pa^{-1}}$.

**Solution.** The normal to the edge is $(\hat{\mathbf x}'+\hat{\mathbf y}')/\sqrt2$, and the edge runs along $(-\hat{\mathbf x}'+\hat{\mathbf y}')/\sqrt2$. Projecting the two stresses gives

$$\tau'=\tfrac12(50-10)=20\ \mathrm{MPa},\qquad \sigma_{x'}=\sigma_{y'}=\tfrac12(50+10)=30\ \mathrm{MPa}.$$

The membrane edge itself carries no shear in its own axes; turning the element by $45^\circ$ converts the difference of normal stresses into shear. The geometry gives $(W/L)G=0.5650$. For p-type silicon along [100],

$$\Delta'_{xy}=(140\times10^{-11})(20\times10^6)=0.0280,$$
$$V_T=3.0\times0.5650\times0.0280\ \mathrm V=47.5\ \mathrm{mV},$$

or 2.37 mV per MPa of shear. The four cases are:

| Plate | Coefficient ($10^{-11}$ Pa$^{-1}$) | First-order $V_T$ (mV) | Full tensor $V_T$ (mV) |
|---|---|---|---|
| p, [100] | 140 | 47.46 | 47.39 |
| p, [110] | 8 | 2.71 | 2.71 |
| n, [100] | −14 | −4.75 | −4.82 |
| n, [110] | −150 | −50.85 | −51.64 |

The extra digits serve to compare the last two columns; the coefficients do not justify them as predictions. Both columns leave out the plate's change of shape under stress, which is estimated in (g) and matters most where the coefficient is small. With these coefficients a p-type sensor should carry its current along $\langle100\rangle$ and an n-type sensor along $\langle110\rangle$. Holding the plate-axis stress fixed means that the membrane edge turns with the plate: it runs along $\langle110\rangle$ for a [100] plate and along $\langle100\rangle$ for a [110] plate. At fixed pressure the elastic anisotropy of silicon could change the stress between these two layouts.

The last column uses the whole in-plane resistivity tensor. For equal normal stresses $\bar\sigma$, both orientations have $\Delta'_{xx}=\Delta'_{yy}=d=(\pi_{11}+\pi_{12})\bar\sigma$. The tensor is then $\rho_0(1+d)$ times one with unit diagonal and off-diagonal element $\Delta'_{xy}/(1+d)$, so $V_T$ is divided by $1+d$. For n-type silicon $d=-0.015$, and $-50.85/0.985=-51.62$ mV, which accounts for nearly all of the change to $-51.64$ mV.

## (g) How far can the result be trusted in a device?

**Question.** Estimate the main effects left out, for the p-type [100] plate.

**Solution.** *Tap position.* If the taps are displaced by 0.2 µm relative to each other along the current, they pick up part of the supply voltage: $3.0\times0.2/150\ \mathrm V=4.0$ mV. This is 8.4 % of the signal and is present without stress, so it is an offset. Ideal equipotential taps 10 µm wide, in place of point taps, lower the computed signal by 0.3 %.

*Crystal alignment.* Suppose the plate is rotated by $1^\circ$ from [100], and a difference $\sigma_{x'}-\sigma_{y'}=20$ MPa is present as well. The last term of the (001) law in (d) then adds 1.6 % of the signal. For small angles this error is proportional to the angle.

*Change of shape.* The coefficients describe resistivity alone, and the formula treats the plate as undeformed. Shear strain changes the right angle between the sides by $\gamma$, which adds about $\gamma$ to $\Delta'_{xy}$. For the [100] plate, a rough shear modulus of 80 GPa gives $\gamma=20/80000=2.5\times10^{-4}$, or 0.9 % of the signal. For the p-type [110] plate the modulus is about 51 GPa and $\gamma=3.9\times10^{-4}$, which is about a quarter of $\Delta'_{xy}=0.0016$. The small signal in that row of the table is therefore incomplete.

*Temperature.* A simple model in which stress transfers carriers between parabolic bands makes the coefficient vary nearly as $1/T$. Relative to 300 K, it puts the signal at about 1.3 times at 233 K and 0.75 times at 398 K. This is an estimate, not a calculation of silicon's valence bands. For $3\times10^{17}$ holes per cm³ and a rough effective density of states of $3\times10^{19}$ cm$^{-3}$, the same model gives a degeneracy correction of 0.4 % at 300 K (about 1 % if that density is $10^{19}$ cm$^{-3}$). This shows only that the holes are nondegenerate; the real doping dependence of the coefficients is not included and can be considerably larger.

*Heating and field.* With a rough mobility of 250 cm²/Vs and a layer 2 µm deep, the sheet resistance is 416 Ω. The current is then $3.0\times100/(150\times416)\ \mathrm A=4.8$ mA and the power 14.4 mW. Let this heat $Q$ spread radially from a disc with the area of the plate, of radius $\sqrt{150\times100/\pi}=69$ µm, through a membrane of thickness $h=20$ µm to a cool rim of radius 500 µm. With a rough thermal conductivity $\kappa=150$ W/(m K), the estimated rise at the edge of the disc is $Q\ln(500/69)/(2\pi\kappa h)=1.5$ K. Heat generated uniformly inside the disc adds $Q/(4\pi\kappa h)=0.4$ K at its centre, giving 1.9 K there, or about 0.6 % of signal by the $1/T$ law. This places the disc at the centre of the membrane; beside the rim the heat has a shorter way out, and the rise is smaller. The field of 200 V/cm drives the holes at about 0.5 % of a rough saturation velocity, so Ohm's law is a good approximation here.

*Comparison with real sensors.* Pressure sensors with a single four-terminal element on a silicon membrane work at supplies of a few volts and give full-scale outputs of some tens of millivolts, so the example lies in their regime. A real membrane breaks the assumption of uniform stress. Bending stress falls linearly from the surface to zero at mid-thickness, so a uniform layer 2 µm deep in a membrane 20 µm thick feels on average 0.9 of the surface stress. For a clamped, isotropic circular plate of radius $a$ under uniform pressure, the small deflection is $w\propto(a^2-r^2)^2$. The difference of radial and tangential stress is proportional to $w''-w'/r\propto r^2$. With $a=500$ µm, this difference at 100 µm inside the rim is $(400/500)^2=0.64$ of its rim value. Placement and stress averaging can therefore matter more than the small electrical corrections above. Together with temperature, they limit the use of the nominal 47 mV as an absolute calibration.

The remaining values are listed in the numerical output.

## Table of computed values

```
plate length, width: 150, 100 um
supply voltage: 3.0 V
stress normal, parallel to edge: 50, 10 MPa
element shear stress: 20.0 MPa
element normal stresses: 30.0, 30.0 MPa
p-type p11, p12, p44 (rough): 7, -1, 140 1e-11/Pa
n-type p11, p12, p44 (rough): -100, 50, -14 1e-11/Pa
p-type (001), 0.0 deg: shear 140.0, cross 0.0 1e-11/Pa
p-type (001), 22.5 deg: shear 74.0, cross 33.0 1e-11/Pa
p-type (001), 45.0 deg: shear 8.0, cross 0.0 1e-11/Pa
p-type (111), plane stress: shear 96.0 1e-11/Pa
L/W=0.5: G series 0.3697, finite elements 0.3697
L/W=1.0: G series 0.6753, finite elements 0.6753
L/W=1.5: G series 0.8476, finite elements 0.8476
L/W=3.0: G series 0.9854, finite elements 0.9855
example G: 0.8476
example (W/L)G: 0.5650
wide-plate limit of (W/L)G: 0.7425
p [100]: coefficient 140 1e-11/Pa, D_xy 0.02800
  V_T linear 47.46 mV, full tensor 47.39 mV, D_xx 0.00180
p [110]: coefficient 8 1e-11/Pa, D_xy 0.00160
  V_T linear 2.71 mV, full tensor 2.71 mV, D_xx 0.00180
n [100]: coefficient -14 1e-11/Pa, D_xy -0.00280
  V_T linear -4.75 mV, full tensor -4.82 mV, D_xx -0.01500
n [110]: coefficient -150 1e-11/Pa, D_xy -0.03000
  V_T linear -50.85 mV, full tensor -51.64 mV, D_xx -0.01500
p [100] sensitivity: 2.373 mV/MPa
tap width 10 um, signal loss: 0.3 % (coarse), 0.3 % (fine)
tap misplacement 0.2 um, offset: 4.00 mV
offset / signal: 8.4 %
tilt 1 deg, normal-stress difference 20 MPa: error 1.64 %
hole density 3.0e+17 cm^-3, mobility 250 cm2/Vs (rough)
layer depth 2.0 um, sheet resistance 416 ohm
supply current 4.81 mA, power 14.4 mW
field 200 V/cm, drift/saturation velocity 0.0050
degeneracy factor at 300 K: 0.9965
estimated signal at 233 K relative to 300 K: 1.285
estimated signal at 398 K relative to 300 K: 0.755
membrane 20 um thick, rim radius 500 um, conductivity 150 W/(m K)
estimated self-heating: 1.51 K
```
